# Silicon's band edges in supercells: the X-point error and its cures

**Setting**

Silicon has the diamond structure, with cubic lattice constant $a$ and primitive vectors

$$\mathbf A_1=\tfrac a2(0,1,1),\quad \mathbf A_2=\tfrac a2(1,0,1),\quad \mathbf A_3=\tfrac a2(1,1,0).$$

Its valence maximum is at $\Gamma$. Its conduction minimum lies on the line from $\Gamma$ to X, at $\mathbf k_0=(2\pi/a)(0,0,x_0)$ with $x_0\approx0.85$; X is at $x=1$. Cubic symmetry gives six equivalent minima.

A supercell calculation at twist $\mathbf k$ imposes $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$ on each orbital, for every supercell translation $\mathbf R$. Unless stated otherwise, the electrons are independent and the crystal is perfect.

The value $a=5.43$ Å is an adopted input, used throughout. For hand estimates take also $x_0=0.85$ and a longitudinal mass $m_l=0.9\,m_e$. Computed bands come from a plane-wave Hamiltonian with a local empirical pseudopotential. Its form factors, $-0.21$, $0.04$ and $0.08$ Ry, are adopted parameters fitted to silicon's optical spectrum. The model omits spin-orbit coupling, nonlocality and explicit many-body effects. It places the minimum at $x_0=0.8537$ and gives an indirect gap of 0.820 eV. These are results of the model, not measurements.

## (a) The cost of using X

**Question.** Estimate the gap error made when X replaces the true minimum. Is X a stationary point of the lowest conduction band?

**Model answer.** Along the axis, expand about the minimum. The linear term vanishes there, and the second derivative defines the longitudinal mass:

$$E_c(k)\approx E_{\min}+\frac{\hbar^2(k-k_0)^2}{2m_l}.$$

At X, $k-k_0=q_0=(1-x_0)2\pi/a$. The valence edge is unchanged, so the gap is too large by

$$D\approx\frac{\hbar^2q_0^2}{2m_l}
=\frac{\hbar^2(2\pi/a)^2}{2m_e}\,\frac{(1-x_0)^2}{m_l/m_e}.$$

Here $2\pi/a=1.1571\times10^{10}\ \mathrm{m^{-1}}$ and $q_0=1.736\times10^9\ \mathrm{m^{-1}}$. The first factor is 5.1013 eV, hence

$$D\approx5.1013\ \mathrm{eV}\times\frac{0.15^2}{0.9}=0.13\ \mathrm{eV}
\quad(2.0\times10^{-20}\ \mathrm J).$$

The estimate is sensitive to the position of the minimum. Since $D\propto(1-x_0)^2$, a change of 0.01 in $x_0$ changes $D$ by about $2\times0.01/0.15=13\%$.

The model allows the parabola to be judged. Its own mass is $0.873\,m_e$, and with its own $x_0$ the parabola gives 0.125 eV. Direct subtraction of the band energies gives 0.128 eV. The parabola is therefore about 3% low relative to the direct value, and the X error is about 16% of the model gap.

X is not a stationary point. The vector $(2\pi/a)(0,0,2)$ is a reciprocal lattice vector, so $x=1+u$ is equivalent to $x=-1+u=-(1-u)$. Time reversal gives $\mathbf k$ and $-\mathbf k$ the same energies. The spectrum is therefore symmetric about X. A single smooth band would have to be flat there, but two bands that meet at X may cross with slopes $+s$ and $-s$, each being the mirror image of the other. The two lowest conduction bands do this: their degeneracy at X was tested, and the computed slopes $dE/dx$ just below $x=1$ are $1.75$ and $-1.80$ eV. They are evaluated at $x=1-u$ with $u=0.002$. If the lower branch has slope $s$ and curvature $c$ at X, its slope there is $s-cu$. The upper branch is the mirror image of the lower branch continued beyond X, so its slope is $-(s+cu)$. The sizes differ by $2cu$. Taking $c\approx2\times5.1013/0.8732=11.7$ eV from the minimum gives $0.047$ eV, close to the computed difference of $0.050$ eV. The curvature at X itself is larger, $12.6$ eV, and gives $0.050$ eV. Their mean, $s\approx1.78$ eV, is the slope at X itself.

The parabola predicts a slope at X of

$$\frac{dE_c}{dx}=\frac{\hbar^2(2\pi/a)^2}{m_l}(1-x_0)=1.71\ \mathrm{eV}$$

with the model's parameters. A small step from X towards $\Gamma$ thus lowers the conduction energy in first order.

## (b) What an $n\times n\times n$ cell contains

**Question.** Find the points on the $\Gamma$–X axis that an $n\times n\times n$ cell contains at zero twist. Does a larger cell always give a better conduction edge?

**Model answer.** A primitive Bloch state at $\mathbf k'$ satisfies the supercell boundary condition at twist $\mathbf k$ if

$$e^{i\mathbf k'\cdot\mathbf R}=e^{i\mathbf k\cdot\mathbf R}
\quad\text{for every supercell translation }\mathbf R.$$

Thus $\mathbf k'=\mathbf k+\mathbf g$, where $\mathbf g$ is a reciprocal vector of the supercell. This is folding.

For $\mathbf k'=(2\pi/a)(0,0,x)$ the phases along the primitive vectors are

$$\mathbf k'\cdot\mathbf A_1=\mathbf k'\cdot\mathbf A_2=\pi x=2\pi\frac x2,
\qquad \mathbf k'\cdot\mathbf A_3=0.$$

The supercell translations are generated by $n\mathbf A_i$. At zero twist, $nx/2$ must be an integer $i$, so

$$x=\frac{2i}{n}.$$

Values outside $0\le x\le1$ return to this interval by adding multiples of 2 or changing the sign of $x$.

For $n=2$ the axis points are 0 and 1, so the cell contains X but not the minimum. For $n=4$ they are 0, 1/2 and 1, and X is still the best. For $n=5$ the point 4/5 appears, and for $n=7$ the point $6/7\approx0.857$.

A search over all folded points, including those off the axis, gives these errors relative to the model minimum:

| $n$ | atoms | conduction-edge error (eV) |
|---:|---:|---:|
| 2 | 16 | 0.128 |
| 3 | 54 | 0.197 |
| 4 | 128 | 0.128 |
| 5 | 250 | 0.017 |
| 6 | 432 | 0.128 |
| 7 | 686 | below 0.001 |
| 8 | 1024 | 0.062 |

The error is not monotonic in cell size. The 432-atom cell does no better than the 16-atom cell, and the 1024-atom cell is worse than the 250-atom cell. What matters at zero twist is how close a fraction $2i/n$ comes to $x_0$. For $n=8$ the nearest one is 3/4, and the parabola gives $5.1013\times(0.8537-0.75)^2/0.8732=0.063$ eV, in accord with the table.

## (c) Can one shared twist repair the 16-atom cell?

**Question.** State the condition for one twist to contain both edges. For the $2\times2\times2$ cell, find the best compromise among twists along the axis, using parabolic bands with hole mass $m_h$.

**Model answer.** If $\mathbf k_v$ and $\mathbf k_c$ both belong to twist $\mathbf k$, then $\mathbf k_v=\mathbf k+\mathbf g_1$ and $\mathbf k_c=\mathbf k+\mathbf g_2$. Subtraction removes the twist:

$$\mathbf k_c-\mathbf k_v=\mathbf g_2-\mathbf g_1.$$

The difference must be a reciprocal vector of the supercell. Conversely, if it is, choosing $\mathbf k=\mathbf k_v$ captures both points. A twist moves the whole set of points rigidly and cannot change their separations.

In the $2\times2\times2$ cell, X is a supercell reciprocal vector and $\mathbf k_0$ is not. Shift the pair $(\Gamma,\mathrm X)$ by a distance $t$ in the negative $z$ direction. The valence point is then a distance $t$ from its maximum, and the conduction point is $q_0-t$ from its minimum. The valence energy falls by $\hbar^2t^2/(2m_h)$, which widens the gap. The total gap error is

$$F(t)=\frac{\hbar^2}{2}\left[\frac{t^2}{m_h}+\frac{(q_0-t)^2}{m_l}\right].$$

Its derivative is

$$F'(t)=\hbar^2\left[\frac{t}{m_h}-\frac{q_0-t}{m_l}\right].$$

Setting this to zero gives $m_lt=m_h(q_0-t)$, hence

$$t=\frac{m_h}{m_l+m_h}q_0,\qquad
q_0-t=\frac{m_l}{m_l+m_h}q_0.$$

The second derivative, $\hbar^2(1/m_h+1/m_l)$, is positive, so this is a minimum. Substitution gives

$$F_{\min}=\frac{\hbar^2q_0^2}{2}\,
\frac{m_h+m_l}{(m_l+m_h)^2}
=\frac{\hbar^2q_0^2}{2(m_l+m_h)}.$$

Two limits check the result. For $m_h\to0$ any valence shift is prohibitively costly, so $t\to0$ and the X error returns. For $m_h\to\infty$ the valence band is flat, so $t\to q_0$ and the error vanishes.

The model's axial hole mass, from a finite difference with step $0.02\,(2\pi/a)$ about $\Gamma$, is $0.282\,m_e$. With $1-x_0=0.1463$,

$$F_{\min}=5.1013\ \mathrm{eV}\times\frac{0.1463^2}{0.8732+0.2819}
=0.095\ \mathrm{eV}.$$

Direct minimization along the axis gives 0.096 eV at $t=0.037\,(2\pi/a)$. A numerical search in three dimensions found a somewhat better off-axis twist, with an error of 0.089 eV. This is the best value found, not a proven lower bound. The off-axis gain comes from the warped valence top of a model without spin-orbit coupling. With a spin-orbit splitting of 44 meV added to the valence bands in $\mathbf k\cdot\mathbf p$ form, the off-axis value rises to about 0.095 eV while the axial value stays at 0.096 eV, so little of this gain should be expected in real silicon. The compromise removes less than a third of the original 0.128 eV.

## (d) Two twists and their reference energies

**Question.** Construct the gap from total energies of the 16-atom cell at two twists. What happens if the neutral energy at $\Gamma$ is used for both edges?

**Model answer.** Use $\theta_v=\Gamma$ for removing an electron and $\theta_c=\mathbf k_0$ for adding one. Since X is a reciprocal vector of this cell, $\theta_c$ may equally be labelled by $x_0-1=-0.1463$. The phase along the supercell vectors $2\mathbf A_1$ and $2\mathbf A_2$ is

$$360^\circ\times(-0.1463)\approx-52.7^\circ,$$

and it is zero along $2\mathbf A_3$. A nonzero real orbital cannot acquire a complex phase under translation, so the orbitals at this twist must be complex.

The neutral cell has $N=64$ valence electrons, which fill 32 spatial orbitals at either twist. Let $\varepsilon_L(\theta)$ be the lowest empty level and $\varepsilon_H(\theta)$ the highest occupied one. For independent electrons

$$E_{N+1}(\theta)-E_N(\theta)=\varepsilon_L(\theta),\qquad
E_N(\theta)-E_{N-1}(\theta)=\varepsilon_H(\theta).$$

The gap is therefore

$$E_{\rm gap}=\big[E_{N+1}(\theta_c)-E_N(\theta_c)\big]
-\big[E_N(\theta_v)-E_{N-1}(\theta_v)\big].$$

Each bracket compares energies at the same twist. The model gives 0.820 eV, which is its indirect gap.

With the $\Gamma$ reference in both places, one obtains instead

$$\begin{aligned}
E'_{\rm gap}&=E_{N+1}(\theta_c)+E_{N-1}(\theta_v)-2E_N(\theta_v)\\
&=\varepsilon_L(\theta_c)+E_N(\theta_c)-\varepsilon_H(\theta_v)-E_N(\theta_v)\\
&=E_{\rm gap}+\big[E_N(\theta_c)-E_N(\theta_v)\big].
\end{aligned}$$

The last bracket is a difference between two neutral energies and has nothing to do with an excitation. It is the change in a sum over all occupied levels. In the model it is $-6.98$ eV, or about $-0.87$ eV for each of the eight primitive cells. The apparent gap becomes $0.82-6.98=-6.16$ eV. Doubling the plane-wave cutoff lowers both numbers by about 0.005 eV, to $-6.99$ and $-6.17$ eV. In this cell a correct choice of twists is thus useless without matching references. Larger cells do not cure this quickly: in the model the bracket is $-10.3$ eV for 128 atoms, $-1.8$ eV for 250 and $-2.2$ eV for 1024. Among the cells of part (b) it is small only for 686 atoms, $-0.006$ eV, where $\theta_c$ nearly coincides with $\Gamma$.

For interacting electrons each twist still fixes the crystal momentum of the added or removed electron up to a reciprocal vector of the supercell, but the brackets are no longer single-particle levels. The added charge also interacts with its periodic images. That finite-size error remains after the band edges have been matched, and must be studied by varying the cell size.

## (e) A cell that contains both edges

**Question.** Find the smallest supercell that contains $\Gamma$ and a given rational axis point $x$ at one twist. Apply the result to $x=4/5$, $6/7$ and $0.85$, and propose a cell of compact shape.

**Model answer.** Write a supercell translation as $\mathbf R=n_1\mathbf A_1+n_2\mathbf A_2+n_3\mathbf A_3$. From the phases in part (b),

$$\mathbf k\cdot\mathbf R=2\pi\,\frac x2\,(n_1+n_2).$$

Let $x/2=p/q$ in lowest terms. The phase is a multiple of $2\pi$ when $q$ divides $p(n_1+n_2)$. Since $p$ and $q$ have no common factor, this requires $q$ to divide $n_1+n_2$.

The primitive translations fall into $q$ equally dense classes according to the remainder of $n_1+n_2$ on division by $q$. The allowed translations are the class with remainder zero, and they form a lattice whose cell holds $q$ primitive cells. Every suitable supercell lattice is contained in this one. Its number of primitive cells is therefore a multiple of $q$, and the minimum is $q$ itself.

- For $x=4/5$, $x/2=2/5$: 5 primitive cells, or 10 atoms.
- For $x=6/7$, $x/2=3/7$: 7 primitive cells, or 14 atoms.
- For $x=0.85$, $x/2=17/40$: 40 primitive cells, or 80 atoms.

An enumeration of sublattices confirms these sizes. An $n\times n\times n$ cell containing $x=0.85$ at zero twist would need $n$ to be a multiple of 40. There is little reason to insist on that fraction, because the minimum is not fixed at a rational position. In the model, 4/5 costs 0.017 eV and 6/7 costs less than 0.001 eV.

For $x=6/7$ a suitable 14-atom cell has the vectors

$$\begin{aligned}
\mathbf C_1&=\mathbf A_1-\mathbf A_2=\tfrac a2(-1,1,0),\\
\mathbf C_2&=3\mathbf A_1+4\mathbf A_2-3\mathbf A_3=\tfrac a2(1,0,7),\\
\mathbf C_3&=\mathbf A_3=\tfrac a2(1,1,0).
\end{aligned}$$

Their values of $n_1+n_2$ are 0, 7 and 0, as required. The determinant of the integer coefficients is

$$\begin{vmatrix}1&-1&0\\3&4&-3\\0&0&1\end{vmatrix}=4+3=7,$$

so the cell holds seven primitive cells. Its levels, computed directly from the 14 atomic positions, agree with the folded primitive levels to within $10^{-6}$ eV when both use the same plane-wave cutoff.

The edges are 3.84, 19.2 and 3.84 Å. This shape is harmless for independent electrons in a perfect crystal. With interactions, an added charge has images only 3.84 Å away, which makes the cell a poor choice for a many-body gap.

Repeat the cell five times along each short vector. The vectors $5\mathbf C_1$, $\mathbf C_2$ and $5\mathbf C_3$ still satisfy the phase condition, and their lengths are

$$5|\mathbf C_1|=5|\mathbf C_3|=\frac{5a}{\sqrt2},\qquad
|\mathbf C_2|=\frac a2\sqrt{50}=\frac{5a}{\sqrt2}.$$

All three are 19.2 Å. The cosines of the angles between $\mathbf C_2$ and the other two vectors are $-0.1$ and $+0.1$, and the remaining angle is $90^\circ$, so the cell is nearly cubic. It contains $7\times25=175$ primitive cells, or 350 atoms, compared with 686 for $7\times7\times7$. The saving has a price: the nearest image lies at 19.2 Å here and at 26.9 Å in the 686-atom cell. Nor is this the smallest choice at 19.2 Å; the vectors $\tfrac a2(7,3,0)$, $\tfrac a2(1,7,0)$ and $\mathbf C_2$ give a less cubic cell of 322 atoms with the same nearest-image distance. The 350-atom cell is kept for its simple shape. It is built to contain the points $x=\pm6/7$, which lie next to the pair of minima along $z$. In the perfect crystal one minimum suffices for the gap, since all six have the same energy.

## (f) Random twists

**Question.** Can uniformly random twists replace the deliberate choice? Estimate how often they come within an energy $\delta$ of the conduction minimum, and state what should be done with the sampled gaps.

**Model answer.** At every twist $\varepsilon_L(\theta)\ge E_{\min}$, and $\varepsilon_H(\theta)$ cannot exceed the valence maximum. The gap at a shared twist is therefore never below the true indirect gap, and neither is its average over twists. Twist averaging suits a total energy, which is an integral over the Brillouin zone. A band edge is an extremum and has to be located.

Near one minimum, with transverse mass $m_t$, the points within $\delta$ fill an ellipsoid with one semi-axis $\sqrt{2m_l\delta}/\hbar$ and two semi-axes $\sqrt{2m_t\delta}/\hbar$. Its volume is

$$V_\delta=\frac{4\pi}{3}\,\frac{(2\delta)^{3/2}m_t\sqrt{m_l}}{\hbar^3}.$$

The primitive cell has volume $a^3/4$, so the Brillouin zone has volume $4(2\pi/a)^3$. A supercell of $N_c$ primitive cells contains $N_c$ folded points. When the twist is uniform over the supercell zone, each point is uniform over its own fraction $1/N_c$ of the primitive zone, and together they cover that zone evenly. The expected number of hits per twist, counting six minima, is

$$\nu=N_c\,\frac{6V_\delta}{4(2\pi/a)^3}\propto N_c\,\delta^{3/2}.$$

This holds for parabolic bands and separate ellipsoids. Ellipsoids on either side of X touch when $\sqrt{2m_l\delta}/\hbar=q_0$, that is, at $\delta=D$, so $\delta$ must be smaller than the X error. When a twist can score at most one hit, $\nu$ is also the probability of a hit, and about $1/\nu$ twists are needed. This is a stricter condition than $\delta<D$: in the 16-atom cell, valleys on different axes fold onto the same twist already at $\delta\approx0.10$ eV in the model. Halving $\delta$ multiplies that number by $2^{3/2}\approx2.8$.

If random twists are used, the lowest addition energy and the highest removal energy should be sought separately, each with its own reference as in part (d). Statistical noise adds a further difficulty. Let the estimates be $e_i+\eta_i$, with $\eta_i$ of zero mean. The smallest estimate is no larger than any particular one, so

$$\big\langle\min_i(e_i+\eta_i)\big\rangle\le\min_i e_i.$$

Noise therefore lowers the selected addition energy on average, or at best leaves it unbiased, relative to the lowest exact value among the sampled twists. That exact value itself lies at or above the true conduction edge, because the twists may miss the minimum. The two errors have opposite signs, and the net error can have either sign. The remedy is to locate the edge with an inexpensive band calculation and then run the costly calculation at that chosen twist. Its accuracy then depends on how well the band calculation places the minimum. An error $\Delta x$ costs $\hbar^2(2\pi\Delta x/a)^2/(2m_l)$, which is second order, whereas a displacement from X along the axis changes the energy in first order.

The full set of computed values is in the numerical output below.

## Numbers as computed

```
Input lattice constant: 5.43 angstrom
Input minimum x0: 0.85; input m_l/m_e: 0.9
2 pi/a: 1.1571e+10 1/m
Input q0: 1.7357e+09 1/m
hbar^2(2 pi/a)^2/(2 m_e): 5.1013 eV
Hand estimate of X error: 0.1275 eV = 2.043e-20 J
Model form factors at G^2=3,8,11: -0.21 0.04 0.08 Ry
Plane-wave cutoff: 153.1 eV
Model minimum x0: 0.8537; indirect gap: 0.8199 eV
Model m_l/m_e: 0.8732; axial m_h/m_e: 0.2819
Model X error, direct: 0.1284 eV; parabola: 0.1251 eV
Lower-band slope dE/dx at X: 1.7524 eV
Upper-band slope dE/dx at X: -1.8028 eV
Parabolic slope dE/dx at X: 1.7095 eV
n=1, 2 atoms, zero-twist edge error: 2.6040 eV
n=2, 16 atoms, zero-twist edge error: 0.1284 eV
n=3, 54 atoms, zero-twist edge error: 0.1970 eV
n=4, 128 atoms, zero-twist edge error: 0.1284 eV
n=5, 250 atoms, zero-twist edge error: 0.0168 eV
n=6, 432 atoms, zero-twist edge error: 0.1284 eV
n=7, 686 atoms, zero-twist edge error: 0.0002 eV
n=8, 1024 atoms, zero-twist edge error: 0.0617 eV
Shared axial twist: t=0.0370 (2 pi/a)
Shared axial error, direct: 0.0958 eV
Shared axial error, formula: 0.0945 eV
Best shared twist found: [-0.      0.0183  0.0444] (2 pi/a)
Error at best shared twist found: 0.0890 eV
Conduction twist in 2x2x2 cell: x=-0.1463
Its phase along A1 and A2: -52.67 degrees
Two-twist gap, own references: 0.8200 eV
Two-twist gap, Gamma reference only: -6.1621 eV
Spurious reference energy: -6.9821 eV
Smallest cell for x=4/5: 5 primitive cells, 10 atoms
Smallest cell for x=6/7: 7 primitive cells, 14 atoms
Smallest cell for x=0.85: 40 primitive cells, 80 atoms
Model error at x=4/5: 0.01668 eV
Model error at x=6/7: 0.00007 eV
14-atom cell edges: [ 3.84 19.2   3.84] angstrom
14-atom supercell gap at small cutoff: 0.8026 eV
Small cutoff of supercell tests: 61.3 eV
Compact commensurate cell: 350 atoms
Compact cell edges: [19.2 19.2 19.2] angstrom
```
